\section*{When does difference learning reduce the variance of reaction energies?}

\section*{The setting}

A set of candidate precursors is screened by reaction energy. For each of $n$ reactions, $E_i$ is the energy from an expensive method and $C_i$ the energy from a cheap one. A statistical model can be trained on $E_i$ directly. It can instead be trained on the difference
\begin{equation}
D_i=E_i-C_i ,
\end{equation}
after which the cheap energy is added back to each prediction.

Averages $\langle\cdot\rangle$ run over the same $n$ reactions with equal weights, and variances have divisor $n$. The standard deviations $s_E$ and $s_C$ are finite and positive. The correlation is
\begin{equation}
r=\frac{\langle e\,c\rangle}{s_Es_C},\qquad e=E-\langle E\rangle,\quad c=C-\langle C\rangle .
\end{equation}
No particular distribution is assumed.

\section*{Part (a): the criterion}

\textbf{Question.} Find the necessary and sufficient condition on $r$ for $D$ to have a smaller variance than $E$. Discuss the boundary, and the cases of a very small and a very large $s_C$.

\textbf{Answer.} Since $\langle D\rangle=\langle E\rangle-\langle C\rangle$, the centred difference is $e-c$. A constant error of the cheap method therefore drops out. Expanding the square gives
\begin{align}
s_D^2&=\langle(e-c)^2\rangle
=\langle e^2\rangle+\langle c^2\rangle-2\langle ec\rangle \nonumber\\
&=s_E^2+s_C^2-2rs_Es_C . \label{var}
\end{align}
Subtracting $s_E^2$ leaves
\begin{equation}
s_D^2-s_E^2=s_C\,(s_C-2rs_E)
=2s_Es_C\left(\frac{s_C}{2s_E}-r\right). \label{change}
\end{equation}
The factor $2s_Es_C$ is positive, so the sign is that of the bracket:
\begin{equation}
\boxed{\;s_D^2<s_E^2\quad\Longleftrightarrow\quad r>\frac{s_C}{2s_E}\;} \label{criterion}
\end{equation}
The correlation must exceed half the ratio of the cheap to the expensive standard deviation, and this is also sufficient. At equality the variance is unchanged.

To see when the condition can be met, note that a variance cannot be negative:
\begin{equation}
0\le\left\langle\left(\frac e{s_E}\mp\frac c{s_C}\right)^2\right\rangle
=1+1\mp2r ,
\end{equation}
so that $-1\le r\le1$. If $s_C\ge2s_E$, the threshold is at least one and no correlation can give a reduction. For example, $c=2e$ has $r=1$, but $e-c=-e$: the difference has the wrong sign and the original spread.

With $k=s_C/s_E$, equation (\ref{var}) reads $s_D^2/s_E^2=1-2rk+k^2$. For small $k$ the threshold $k/2$ is low, but the possible gain is small too, because little is subtracted. For equal spreads, $k=1$, the condition is $r>1/2$ and the variance ratio is $2(1-r)$.

There is a geometric reading. Treat $e$ and $c$ as vectors whose lengths are their standard deviations, with $r$ the cosine of the angle between them. The projection of $e$ on the direction of $c$ is $rs_E$. Subtracting $c$ changes this component to $rs_E-s_C$ and leaves the perpendicular one alone. The vector becomes shorter when $|rs_E-s_C|<|rs_E|$, which for $s_C>0$ means $rs_E>s_C/2$.

\section*{Part (b): a positive correlation that is not enough}

\textbf{Question.} Take $s_E=0.50$ eV, $s_C=0.60$ eV and $r=0.50$. Does the difference have the smaller variance? Would subtracting $aC$, with a constant $a$, do better?

\textbf{Answer.} The threshold is $0.60/(2\times0.50)=0.60$, above $r$. Directly,
\begin{equation}
s_D^2=0.25+0.36-2(0.50)(0.50)(0.60)=0.31\ \mathrm{eV}^2 .
\end{equation}
The standard deviation rises from 0.50 to 0.557 eV, although the two energies are positively correlated.

For a general scale, replace $c$ by $ac$ and complete the square:
\begin{align}
\mathrm{Var}(E-aC)&=s_E^2-2ars_Es_C+a^2s_C^2 \nonumber\\
&=(as_C-rs_E)^2+(1-r^2)s_E^2 .
\end{align}
The second term does not depend on $a$. The minimum is therefore at
\begin{equation}
a_*=\frac{rs_E}{s_C},\qquad
\mathrm{Var}(E-a_*C)=(1-r^2)s_E^2 . \label{scale}
\end{equation}
Here $a_*=0.417$ and the remaining standard deviation is $0.50\sqrt{0.75}=0.433$ eV. The cheap energy does carry useful information; subtracting it at full size overshoots.

The variance falls below $s_E^2$ when $as_C(as_C-2rs_E)<0$. For $r>0$ this is the interval $0<a<2a_*$. Ordinary difference learning has $a=1$, and $1<2a_*$ is again condition (\ref{criterion}). The scale must be found from reactions for which expensive energies are known, so in practice it carries a sampling error.

\section*{Part (c): variance and learning error}

\textbf{Question.} Show that the criterion decides which target is better predicted by a model that knows only the mean of its training data. Then show by an example that it need not decide this for a model with features.

\textbf{Answer.} Let $t_i$ be either target and $\bar t$ its mean over all $n\ge2$ reactions. Leave reaction $i$ out, and predict it by the mean of the others. The error is
\begin{equation}
t_i-\frac{n\bar t-t_i}{n-1}
=\frac{(n-1)t_i-n\bar t+t_i}{n-1}
=\frac{n}{n-1}(t_i-\bar t).
\end{equation}
Its mean square is $[n/(n-1)]^2\mathrm{Var}(t)$. The prefactor is the same for $E$ and $D$. Adding the known $C_i$ to a predicted $D_i$ leaves the error unchanged. For this model, the target with the smaller variance therefore gives the smaller error.

Now let $x$ and $z$ independently take the values $\pm1$ with equal probability, in arbitrary energy units. Put
\begin{equation}
E=2x,\qquad C=x+z,\qquad D=x-z .
\end{equation}
Then $s_E^2=4$ and $s_D^2=1+1=2$, so the difference has half the variance. Suppose that the model's only feature is $x$. It can represent $E=2x$ without error. For $D$, the best prediction at given $x$ is the conditional mean $x$, because $z$ averages to zero. The error is $-z$, with mean square 1.

The cheap method has introduced a variation that the feature cannot describe. If $C$ is supplied as a second feature, the obstacle disappears, since $D=2x-C$. A smaller target variance is thus a statement about the size of the task, not a guarantee about every learner.

\section*{Part (d): silicon precursors}

\textbf{Question.} Consider the gas-phase hydrolysis
\begin{equation}
\mathrm{SiH_3X+H_2O\rightarrow SiH_3OH+HX}
\end{equation}
for X = H, F, Cl, NH$_2$, CH$_3$, SH, PH$_2$ and SiH$_3$. The expensive level is frozen-core CCSD(T)/6-31G*, with $s_E=0.543$ eV. Here 6-31G* has five spherical d functions per shell instead of the usual six Cartesian ones; the effect of this choice on the energies was not computed. Three cheap levels give:
\begin{center}
\begin{tabular}{lcc}
cheap level & $s_C$ (eV) & $r$\\
HF/6-31G* & 0.593 & 0.983\\
HF/STO-3G & 0.476 & 0.820\\
one-shot HF/STO-3G & 0.524 & 0.770
\end{tabular}
\end{center}
``One-shot'' means that the Fock matrix of an atomic guess density is diagonalized once, and the Hartree--Fock energy of the resulting orbitals is taken without further iteration. The one-shot values belong to one particular guess, a superposition of atomic densities projected onto the basis; other guesses were not tried. Every molecule keeps the same idealised geometry, with round bond lengths and angles, at all levels. Apply the criterion and interpret the result.

\textbf{Answer.} For the one-shot level the threshold is
\begin{equation}
\frac{0.524}{2\times0.543}=0.48<0.77 .
\end{equation}
The variance therefore falls. Equation (\ref{var}) gives
\begin{equation}
s_D^2=0.295+0.275-0.438\simeq0.132\ \mathrm{eV}^2,
\qquad s_D=0.363\ \mathrm{eV}.
\end{equation}
This is 45\% of the original variance. The other levels follow in the same way:
\begin{center}
\begin{tabular}{lccc}
cheap level & threshold & $s_D$ (eV) & $s_D^2/s_E^2$\\
HF/6-31G* & 0.55 & 0.115 & 0.04\\
HF/STO-3G & 0.44 & 0.313 & 0.33\\
one-shot HF/STO-3G & 0.48 & 0.363 & 0.45
\end{tabular}
\end{center}
All three pass. HF/6-31G* has the highest threshold, because its energies spread most, yet it gives the largest reduction, because its correlation is far above that threshold. The threshold alone does not rank cheap methods. When the cheap energy is subtracted at full size, the reduction is measured by the full variance (\ref{var}).

Scaling adds little for the one-shot level: $a_*=0.80$ lowers the spread from 0.363 to 0.347 eV. For HF/6-31G* the spread falls from 0.115 to 0.099 eV, a larger fraction. Each scale is fitted to the same eight reactions on which it is judged, so these gains need not carry over to new reactions. If the scale and the offset are fitted to seven reactions and tested on the eighth, the root-mean-square error for the one-shot level is 0.74 eV, against 0.41 eV with $a=1$. The fitted scale then does worse than the 0.62 eV obtained by predicting $E$ from the mean of the other seven. For HF/6-31G* a small gain survives, 0.125 against 0.132 eV.

With so few reactions, one of them may dominate. The CCSD(T) energy for X = F is $0.70$ eV, while the mean of all eight is $-0.44$ eV. These are values in a small basis, not converged reaction energies: a larger basis moves the F reaction by about $-0.23$ eV relative to the Cl reaction (part (e)), so the digits of $s_E$, $r$ and $s_D$ hold for 6-31G* only. Its squared deviation, about $1.30$ eV$^2$, is 55\% of the total $8s_E^2=2.36$ eV$^2$. Removing any one reaction and recomputing $r-s_C/(2s_E)$ nevertheless leaves a positive margin for every cheap level. The smallest value is 0.15, for the one-shot level. This tests dependence on single members of the set, not validity for other precursor families.

\section*{Part (e): errors of the expensive level}

\textbf{Question.} The reference energies are themselves imperfect. If they shift by amounts $d_i$ while the cheap energies stay fixed, how large may the standard deviation $s_d$ be before the verdict could change? Apply the result to part (d), and compare the model with real precursor chemistry.

\textbf{Answer.} Both $E$ and $D$ shift by $d$. Since a correlation lies between $-1$ and $1$, the covariance of $E$ and $d$ lies between $-s_Es_d$ and $s_Es_d$. Hence
\begin{equation}
(s_E-s_d)^2\le\mathrm{Var}(E+d)\le(s_E+s_d)^2 ,
\end{equation}
and $s_E$ changes by at most $s_d$. The same holds for $s_D$. Their gap can therefore shrink by at most $2s_d$, and the verdict is safe if
\begin{equation}
s_d<\tfrac12|s_E-s_D| . \label{safe}
\end{equation}
For the one-shot level this bound is $(0.543-0.363)/2=0.090$ eV. For HF/STO-3G it is 0.115 eV, and for HF/6-31G* 0.214 eV.

The condition is sufficient but in general not sharp, because it lets $s_E$ and $s_D$ change independently, although both change through the same $d$. The exact limit follows from the variances themselves. With $\delta=d-\langle d\rangle$,
\begin{equation}
\mathrm{Var}(D+d)-\mathrm{Var}(E+d)
=s_C^2-2rs_Es_C-2\langle\delta c\rangle .
\end{equation}
Since $|\langle\delta c\rangle|\le s_ds_C$, the sign cannot change as long as
\begin{equation}
s_d<\left|rs_E-\tfrac12s_C\right| . \label{exact}
\end{equation}
Shifts proportional to $c$, with the appropriate sign, reach this limit, so no larger bound is possible. It is 0.156 eV for the one-shot level, 0.207 eV for HF/STO-3G and 0.238 eV for HF/6-31G*.

Replacing CCSD(T) by MP2 in the same basis gives $s_d=0.036$ eV, within all three bounds. The basis matters more. At the MP2 level, going from 6-31G* to def2-TZVP moves the F reaction by $-0.23$ eV relative to the Cl reaction. Whatever the other six reactions do, two shifts this far apart give a spread of at least $0.23/4\simeq0.057$ eV; the least value occurs when the other six lie midway between them. If the F reaction alone moved, the spread would be $0.33\times0.23\simeq0.076$ eV, where $0.33\simeq\sqrt{7}/8$ is the standard deviation produced by a unit shift of one reaction in eight. That is below 0.090 eV, and about half the exact limit of 0.156 eV. The other six basis shifts were not computed and may make the spread larger, so neither condition certifies the one-shot verdict for the larger basis.

Chlorosilanes and aminosilanes are real silicon precursors, but those used in deposition often carry several reactive groups, and in oxide growth they react with surface hydroxyls rather than with isolated water. The simple SiH$_3$X series, and SiH$_3$F in particular, is a model set. At 500 K, a rough deposition temperature, the translational part of the free energy adds shifts with a spread of 0.044 eV. A rough harmonic HF/STO-3G estimate of zero-point energy moves the H reaction by $-0.08$ eV relative to the Cl reaction; the geometries are not stationary points, and measured fundamental frequencies suggest about $-0.05$ eV. Lengthening the Si--F bond by 0.03 \AA{} changes the energy of the F reaction by 0.005 eV at the MP2/6-31G* level; this tests one bond, not the geometries as a whole. The remaining thermal terms and the surface are not included, and the surface may change the energies by more than these amounts. For a real screening set, $s_E$, $s_C$ and $r$ should therefore be estimated from a sample of its own reactions before the difference is chosen as the target. For a model with features, part (c) shows that this is not enough: the errors of the two targets on reactions left out of the training should be compared as well. The numerical output below gives most of the computed values with more digits.

\section*{Numbers as computed}
\begin{verbatim}
Model s_E, s_C = 0.500, 0.600 eV
Model r, threshold = 0.500, 0.600
Model s_D = 0.5568 eV
Model variances E, D = 0.2500, 0.3100 eV^2
Model best scale, spread = 0.4167, 0.4330 eV
Feature case variances E, D = 4.00, 2.00 (unitless)
Feature case fit MSE E, D = 0.00, 1.00 (unitless)
Reaction energies, eV: CCSD(T), HF/6-31G*, HF/STO-3G, one-shot
  X=H      -0.7516   -0.5837   -0.1756    0.0649
  X=F       0.7047    0.7184    0.4078    0.5897
  X=Cl      0.1071    0.0954    1.0042    1.3538
  X=NH2    -0.5444   -0.5898   -0.1755   -0.1353
  X=CH3    -1.0567   -1.1687   -0.5558   -0.3615
  X=SH     -0.3587   -0.4523    0.0011    0.1278
  X=PH2    -0.7268   -0.8977   -0.3627   -0.2002
  X=SiH3   -0.8593   -1.0926   -0.3822   -0.1415
Number of reactions = 8; s_E = 0.5434 eV
HF/6-31G*: variance reduced = True
  s_C=0.5929 eV, r=0.9832, threshold=0.5456
  s_D=0.1152 eV, variance ratio D/E=0.0449
  best scale=0.9011, best spread=0.0991 eV
  leave-one-out margin: 0.3908 to 0.4576
  safe spread of reference shifts=0.2141 eV
  with MP2 reference: s_E=0.5684, s_D=0.1062 eV
HF/STO-3G: variance reduced = True
  s_C=0.4764 eV, r=0.8195, threshold=0.4383
  s_D=0.3129 eV, variance ratio D/E=0.3316
  best scale=0.9348, best spread=0.3114 eV
  leave-one-out margin: 0.2778 to 0.6921
  safe spread of reference shifts=0.1152 eV
  with MP2 reference: s_E=0.5684, s_D=0.3220 eV
one-shot HF/STO-3G: variance reduced = True
  s_C=0.5244 eV, r=0.7695, threshold=0.4825
  s_D=0.3630 eV, variance ratio D/E=0.4461
  best scale=0.7974, best spread=0.3471 eV
  leave-one-out margin: 0.1526 to 0.6719
  safe spread of reference shifts=0.0902 eV
  with MP2 reference: s_E=0.5684, s_D=0.3726 eV
Spread of MP2-CCSD(T) shifts = 0.0358 eV
TZVP basis shift, F relative to Cl = -0.2284 eV
Si-F stretch = 0.030 angstrom
Reaction shift from Si-F stretch = 0.0053 eV
Zero-point shift, H relative to Cl = -0.0769 eV
Temperature = 500 K; kT = 0.0431 eV
Spread of translational shifts = 0.0438 eV
Spread per unit shift of one reaction = 0.3307
\end{verbatim}
